# Why the Electron-Electron Cusp Forces Infinitely Many Occupied Natural Orbitals: verification in Python

```python
# Two-electron singlet: Psi(r1,r2)=sum_k c_k phi_k(r1)phi_k(r2), occupations n_k=2c_k^2. Atomic units inside.
# Tested: (a) repulsion lam/u (u=r12) gives the averaged slope lam/2 at u=0, a finite orbital sum has slope 0;
# (b) with a cusp, the number of |c|>s is A s^(-3/4), A=(4pi)^(3/4)/(6pi^2) int Psi(R,R)^(3/4) d3R,
#     checked on Hooke's atom w=1/2, Psi=C(1+u/2)exp(-(r1^2+r2^2)/4); p0=(4 pi C/s)^(1/4) is the cutoff momentum at R=0;
# (c) Moshinsky atom (interaction kap u^2/2): wr=sqrt(w^2+2kap), z=(sqrt wr-sqrt w)/(sqrt wr+sqrt w),
#     c_N=(1-z^2)^(3/2) z^N in shell N, oscillator orbitals of frequency sqrt(w wr).
import numpy as np, sympy as sp
from scipy.constants import physical_constants as pc
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.special import eval_legendre
BOHR = pc['Bohr radius'][0]*1e10
HA = pc['Hartree energy in eV'][0]
pi = np.pi
w = 0.5; kap = -w**2/4; wr = np.sqrt(w**2 + 2*kap)

def rel_slope(u, f):  # f'(0+)/f(0) and f(0) from a quartic through five points
    p = np.polyfit(u, f, 4)
    return p[-2]/p[-1], p[-1]

# local energies of both model functions in six Cartesian coordinates
X = sp.symbols('x1:7', real=True)
u2 = sum((X[i]-X[i+3])**2 for i in range(3)); s2 = sum((X[i]+X[i+3])**2 for i in range(3))
rr = sum(x**2 for x in X)
pts = np.random.default_rng(1).normal(size=(6, 20))
def local_energy(psi, V):
    return sp.lambdify(X, -sum(sp.diff(psi, x, 2) for x in X)/(2*psi) + V, 'numpy')(*pts)
EH = local_energy((1+sp.sqrt(u2)/2)*sp.exp(-rr/4), w**2*rr/2 + 1/sp.sqrt(u2))
EM = local_energy(sp.exp(-w*s2/4 - wr*u2/4), w**2*rr/2 + kap*u2/2)
assert np.max(abs(EH-2)) < 1e-9 and np.max(abs(EM-1.5*(w+wr))) < 1e-9
print(f"trap w = {w*HA:.4f} eV; kappa = {kap*HA/BOHR**2:.4f} eV/A^2; wr = {wr*HA:.4f} eV")
print(f"E Hooke = {EH.mean()*HA:.4f} eV ({EH.mean():.6f} hartree); E Moshinsky = {EM.mean()*HA:.4f} eV")

# cusp from finite-difference relative-motion equation
hf = 0.002; uf = hf*np.arange(1, 7000)
for om, lam in [(0.5, 1.0), (1.0, 1.0), (1.0, 2.0)]:
    e, v = eigh_tridiagonal(2/hf**2 + om**2*uf**2/4 + lam/uf, -np.ones(uf.size-1)/hf**2,
                            select='i', select_range=(0, 0))
    sl = rel_slope(uf[9:50:10], (v[:, 0]/uf)[9:50:10])[0]
    assert abs(sl-lam/2) < 1e-3
    if om == 0.5: assert abs(e[0]+1.5*om-2) < 1e-5
    print(f"FD cusp: w = {om*HA:.3f} eV, lam = {lam:.0f}: slope = {sl/BOHR:.4f} 1/A ({sl:.4f} 1/bohr)")

# bilaplacian of |r| against a Gaussian, and Legendre components of r12
r_ = sp.symbols('r', positive=True)
lap = lambda f: sp.simplify(sp.diff(r_*f, r_, 2)/r_)
g4 = sp.lambdify(r_, 4*sp.pi*r_**3*lap(lap(sp.exp(-r_**2))), 'numpy')
assert abs(quad(g4, 1e-9, 10, limit=200)[0] + 8*pi) < 1e-6
r12_l = lambda l, a, b: np.maximum(a, b)*((np.minimum(a, b)/np.maximum(a, b))**(l+2)/(2*l+3)
                                          - (np.minimum(a, b)/np.maximum(a, b))**l/(2*l-1))
mu, wm = np.polynomial.legendre.leggauss(200)
for l in (0, 1, 5):
    num = (2*l+1)/2*np.sum(wm*eval_legendre(l, mu)*np.sqrt(0.7**2+1.3**2-2*0.7*1.3*mu))
    assert abs(num - r12_l(l, 0.7, 1.3)) < 1e-10

# Hooke natural amplitudes by diagonalizing radial kernels
C = (pi**1.5*quad(lambda u: 4*pi*u*u*(1+u/2)**2*np.exp(-u*u/4), 0, 30)[0])**-0.5
def hooke_matrix(l, h):
    r = h*np.arange(1, int(round(10/h))+1); g = r*np.exp(-r*r/4)
    return h*4*pi/(2*l+1)*C*np.outer(g, g)*((l == 0) + r12_l(l, r[:, None], r[None, :])/2)
h = 0.02; LMAX = 45; vals = []; head = []
for l in range(LMAX+1):
    M = hooke_matrix(l, h)
    if l <= 16:
        e, v = np.linalg.eigh(M); head.append(v[:5]/np.sqrt(h))
    else:
        e = np.linalg.eigvalsh(M)
    vals.append(e)
thr = lambda p0: 4*pi*C/p0**4
assert abs(vals[LMAX]).max() < thr(30) and abs(vals[16]).max() < thr(10)
coarse = np.linalg.eigvalsh(hooke_matrix(10, 2*h)); m = np.sum(abs(vals[10]) > thr(30))
assert m > 3 and np.max(abs(coarse[:m]/vals[10][:m]-1)) < 1e-2
c = np.concatenate([np.repeat(e, 2*l+1) for l, e in enumerate(vals)])
c = c[np.argsort(-abs(c))]
assert abs(np.sum(c**2)-1) < 1e-6 and np.sum(c > 1e-13) == 1
print(f"Hooke C = {C/BOHR**3:.5f} 1/A^3; grid step {h*BOHR:.5f} A, lmax {LMAX}; sum c^2 = {np.sum(c**2):.8f}")
print(f"number of positive c = {np.sum(c > 1e-13)}")
s_ch = np.sort(abs(vals[0]))[::-1]
print(f"Hooke n: 1s {2*s_ch[0]**2:.6f}, first p {2*vals[1][0]**2:.4e}, 2s {2*s_ch[1]**2:.4e}, first d {2*vals[2][0]**2:.4e}")

# slope at u=0 for r1=-r2 (R=0): exact versus truncated sums
rh = h*np.arange(1, 6); uh = 2*rh
sl_ex = rel_slope(uh, C*(1+uh/2)*np.exp(-uh**2/8))[0]
assert abs(sl_ex-0.5) < 1e-4
print(f"exact slope = {sl_ex/BOHR:.4f} 1/A ({sl_ex:.4f} 1/bohr)")
for p0 in (2.5, 5.0, 10.0):
    f = np.zeros(5)
    for l in range(17):
        keep = abs(vals[l]) > thr(p0)
        f += (-1)**l*(2*l+1)/(4*pi)*(head[l][:, keep]**2 @ vals[l][keep])/rh**2
    sl, f0 = rel_slope(uh, f)
    assert abs(sl) < 0.02 and f0 > C
    print(f"K = {np.sum(abs(c) > thr(p0))} (s = {thr(p0):.3e}): slope = {sl/BOHR:+.4f} 1/A, Psi_K(0,0)/C-1 = {f0/C-1:.4f}")

# asymptotic laws
A = (4*pi)**0.75/(6*pi**2)*quad(lambda R: 4*pi*R*R*(C*np.exp(-R*R/2))**0.75, 0, 20)[0]
trace = quad(lambda R: 4*pi*R*R*C*np.exp(-R*R/2), 0, 20)[0]
print(f"A = {A:.5f}; 2 A^(8/3) = {2*A**(8/3):.5f}; int Psi(R,R) d3R = {trace:.6f}")
for p0 in (20.0, 25.0, 30.0):
    s = thr(p0); big = abs(c) > s; N = big.sum(); over = c[big].sum()-trace
    assert abs(N/(A*s**-0.75)-1) < 0.05 and abs(over/(3*A*s**0.25)-1) < 0.03
    print(f"p0 = {p0/BOHR:.2f} 1/A, s = {s:.3e}: count {N} vs {A*s**-0.75:.0f}; overshoot {over:.5f} vs {3*A*s**0.25:.5f}")
k = np.arange(1, c.size+1); sel = slice(1999, 9000)
expo = np.polyfit(np.log(k[sel]), np.log(2*c[sel]**2), 1)[0]
assert abs(expo+8/3) < 0.08
print(f"fitted exponent of n_k, k=2000..9000: {expo:.3f} vs {-8/3:.3f}")
def missing(cs):  # element K is the norm left after keeping K orbitals
    return np.cumsum((cs**2)[::-1])[::-1]
missH = missing(c); law = 0.6*A**(8/3)*2000**(-5/3)
assert abs(missH[2000]/law-1) < 0.05
print(f"missing norm at K=2000: {missH[2000]:.3e} vs {law:.3e}")

# s channel: cusp versus rounded cusp sqrt(u^2+eps^2)
step = ((4*pi*C/s_ch[40])**0.25 - (4*pi*C/s_ch[20])**0.25)/20
assert abs(step/(pi/np.sqrt(2*pi))-1) < 0.02
print(f"s channel step of p0: {step/BOHR:.4f} vs {pi/np.sqrt(2*pi)/BOHR:.4f} 1/A")
r = h*np.arange(1, 501); a, b = r[:, None], r[None, :]; eps = 1.0
avg = (((a+b)**2+eps**2)**1.5 - ((a-b)**2+eps**2)**1.5)/6
Mr = h*4*pi*C*np.exp(-(a*a+b*b)/4)*(a*b + avg/2)
s_rd = np.sort(abs(np.linalg.eigvalsh(Mr)))[::-1]
ex = lambda q, n: np.log2(q[2*n]/q[n])
assert ex(s_rd, 8) < -7 and ex(s_rd, 8) < ex(s_rd, 4)-1 and abs(ex(s_ch, 20)+4) < 0.4
print(f"local exponent of |c|, cusp: n 4-8 {ex(s_ch,4):.2f}, 8-16 {ex(s_ch,8):.2f}, 20-40 {ex(s_ch,20):.2f}")
print(f"rounded, eps = {eps*BOHR:.4f} A: n 4-8 {ex(s_rd,4):.2f}, 8-16 {ex(s_rd,8):.2f}")
print(f"|c| of s orbital n=16: cusp {s_ch[16]:.3e}, rounded {s_rd[16]:.3e}")

# Moshinsky amplitudes by angular quadrature and diagonalization
z = (np.sqrt(wr)-np.sqrt(w))/(np.sqrt(wr)+np.sqrt(w)); Om = np.sqrt(w*wr)
hm = 0.05; r = hm*np.arange(1, 201); a, b = r[:, None, None], r[None, :, None]
mu, wm = np.polynomial.legendre.leggauss(40)
psiM = (w*wr/pi**2)**0.75*np.exp(-w*(a*a+b*b+2*a*b*mu)/4 - wr*(a*a+b*b-2*a*b*mu)/4)
cM = []; lead = []
for l in range(9):
    e, v = np.linalg.eigh(hm*2*pi*np.outer(r, r)*(psiM @ (wm*eval_legendre(l, mu))))
    o = np.argsort(-abs(e)); e = e[o]
    for n in range((8-l)//2+1):
        assert abs(e[n]-(1-z*z)**1.5*z**(l+2*n)) < 1e-12
    gl = r**(l+1)*np.exp(-Om*r*r/2)
    assert abs(abs(v[:, o[0]] @ gl)/np.linalg.norm(gl)-1) < 1e-8
    lead.append(e[0]); cM.append(np.repeat(e, 2*l+1))
cM = np.concatenate(cM); cM = cM[np.argsort(-abs(cM))]
assert abs(np.sum(cM**2)-1) < 1e-10
edge = 0
for N in range(9):
    d = (N+1)*(N+2)//2
    assert np.max(abs(cM[edge:edge+d]-lead[N])) < 1e-12
    edge += d
print(f"Moshinsky: Omega = {Om*HA:.4f} eV, z = {z:.6f}, z^2 = {z*z:.6e}")
for N in (0, 1, 2, 3, 4, 7):
    print(f"shell N={N}: degeneracy {(N+1)*(N+2)//2}, c = {lead[N]:+.5e}, n = {2*lead[N]**2:.5e}, ratio to next {(lead[N+1]/lead[N])**2:.6e}")
print(f"n_100: Hooke {2*c[99]**2:.3e} (law {2*(A/100)**(8/3):.3e}), Moshinsky {2*cM[99]**2:.3e}")
missM = missing(cM)
for t in (1e-4, 1e-6, 1e-7):
    KH, KM = np.argmax(missH < t), np.argmax(missM < t)
    assert KH > KM
    print(f"orbitals for missing norm < {t:.0e}: Hooke {KH}, Moshinsky {KM}")
print("ALL CHECKS PASSED")
```

Output:

```
trap w = 13.6057 eV; kappa = -6.0734 eV/A^2; wr = 9.6207 eV
E Hooke = 54.4228 eV (2.000000 hartree); E Moshinsky = 34.8396 eV
FD cusp: w = 13.606 eV, lam = 1: slope = 0.9449 1/A (0.5000 1/bohr)
FD cusp: w = 27.211 eV, lam = 1: slope = 0.9449 1/A (0.5000 1/bohr)
FD cusp: w = 27.211 eV, lam = 2: slope = 1.8897 1/A (1.0000 1/bohr)
Hooke C = 0.19646 1/A^3; grid step 0.01058 A, lmax 45; sum c^2 = 1.00000000
number of positive c = 1
Hooke n: 1s 1.948577, first p 1.5751e-02, 2s 2.5043e-03, first d 2.2689e-04
exact slope = 0.9449 1/A (0.5000 1/bohr)
K = 10 (s = 9.365e-03): slope = -0.0000 1/A, Psi_K(0,0)/C-1 = 0.2542
K = 51 (s = 5.853e-04): slope = -0.0001 1/A, Psi_K(0,0)/C-1 = 0.1251
K = 413 (s = 3.658e-05): slope = -0.0018 1/A, Psi_K(0,0)/C-1 = 0.0627
A = 0.19262; 2 A^(8/3) = 0.02475; int Psi(R,R) d3R = 0.458505
p0 = 37.79 1/A, s = 2.286e-06: count 3272 vs 3276; overshoot 0.02254 vs 0.02247
p0 = 47.24 1/A, s = 9.365e-07: count 6430 vs 6398; overshoot 0.01798 vs 0.01798
p0 = 56.69 1/A, s = 4.516e-07: count 11100 vs 11056; overshoot 0.01498 vs 0.01498
fitted exponent of n_k, k=2000..9000: -2.674 vs -2.667
missing norm at K=2000: 2.361e-08 vs 2.339e-08
s channel step of p0: 2.3696 vs 2.3684 1/A
local exponent of |c|, cusp: n 4-8 -3.66, 8-16 -3.80, 20-40 -3.91
rounded, eps = 0.5292 A: n 4-8 -6.58, 8-16 -9.32
|c| of s orbital n=16: cusp 1.939e-06, rounded 9.947e-10
Moshinsky: Omega = 11.4410 eV, z = -0.086427, z^2 = 7.469667e-03
shell N=0: degeneracy 1, c = +9.88816e-01, n = 1.95552e+00, ratio to next 7.469667e-03
shell N=1: degeneracy 3, c = -8.54607e-02, n = 1.46071e-02, ratio to next 7.469667e-03
shell N=2: degeneracy 6, c = +7.38613e-03, n = 1.09110e-04, ratio to next 7.469667e-03
shell N=3: degeneracy 10, c = -6.38363e-04, n = 8.15014e-07, ratio to next 7.469667e-03
shell N=4: degeneracy 15, c = +5.51719e-05, n = 6.08788e-09, ratio to next 7.469667e-03
shell N=7: degeneracy 36, c = -3.56180e-08, n = 2.53729e-15, ratio to next 7.469667e-03
n_100: Hooke 1.359e-07 (law 1.149e-07), Moshinsky 2.537e-15
orbitals for missing norm < 1e-04: Hooke 17, Moshinsky 9
orbitals for missing norm < 1e-06: Hooke 218, Moshinsky 18
orbitals for missing norm < 1e-07: Hooke 850, Moshinsky 20
ALL CHECKS PASSED
```
